**Exact and LDA exchange under compression along one axis**

The program studies $n_\lambda(x,y,z)=\lambda n(\lambda x,y,z)$, where $\lambda$ is the compression factor, for a two-electron exponential density and a six-electron oscillator density. Exact exchange $E_x$ stays between bounds independent of $\lambda$, while LDA exchange grows in magnitude as $\lambda^{1/3}$. The program asserts that the formulas for exact exchange agree with Fourier-space quadrature at three values of $\lambda$, and that their limits agree with separately computed sheet energies. It also asserts the LDA law by direct quadrature of the compressed densities, and the bounds on $-E_x$ for both models at six values of $\lambda$. For 30 random determinants with three orbitals it asserts that the exchange integral is positive and does not exceed the Hartree integral of the same spin density. Grid diagonalization confirms the six-electron ground-state density at $\lambda=2$ and shows that it differs from the scaled density at $\lambda=0.8$. In the output, exact exchange approaches $-0.982$ hartree for two electrons and $-4.700$ hartree for six. At $\lambda=1000$ the LDA values are $-5.361$ and $-24.750$ hartree.

## Verification by program

```python
"""Exchange energy of a density compressed along x: n_lam = lam*n(lam*x, y, z).
Result under test: exact exchange stays between bounds independent of lam,
while LDA exchange grows as lam**(1/3). Hartree atomic units.
Pair model: 2 electrons, n = (2/pi) exp(-2r), closed shell.
Six model:  6 electrons, n = 2 pi**-1.5 (1+2y^2+2z^2) exp(-r^2), closed shell.
U = Hartree energy, s = distance from the x axis, sheet density = integral of n over x.
G = integral of |transverse gradient of sqrt(spin density)|^2.
"""
import numpy as np
from scipy import integrate, optimize, special
from scipy.constants import physical_constants
from pyscf import gto
from pyscf.dft import libxc

pi = np.pi
EV = physical_constants["Hartree energy in eV"][0]


def quad(f, a, b, **kw):
    return integrate.quad(f, a, b, limit=300, **kw)[0]


# ---------- Coulomb energies from Fourier transforms ----------
def coulomb_fourier(S, lam):
    """Half the Coulomb integral; S(kx, kperp) = squared transform at lam = 1."""
    def f(q, c):
        return S(q * c / lam, q * np.sqrt(1 - c * c))
    return integrate.dblquad(f, 0, 1, 0, np.inf,
                             epsabs=1e-8, epsrel=1e-8)[0] / pi


def coulomb_sheet(S):
    """The same energy for charge squeezed into the plane x = 0."""
    return 0.5 * quad(lambda k: S(0.0, k), 0, np.inf)


def S_pair(kx, kp):
    return 4 / (1 + (kx**2 + kp**2) / 4)**4


def S_six_hartree(kx, kp):          # one spin channel
    return (3 - kp**2 / 2)**2 * np.exp(-(kx**2 + kp**2) / 2)


def S_six_exchange(kx, kp):         # one spin channel, sum over orbital pairs
    # transverse wave vector along y: pairs 00, 0y and y0, yy, zz
    pairs = 1 + 2 * (kp**2 / 2) + (1 - kp**2 / 2)**2 + 1
    return pairs * np.exp(-(kx**2 + kp**2) / 2)


# ---------- exact exchange from the derived formulas ----------
def pair_exchange(lam):
    k = np.sqrt(1 - 1 / lam**2)
    return -0.625 * (np.arcsin(k) / k if k > 0 else 1.0)


def six_exchange(lam):
    """Real-space exchange hole averaged over position, x integral done."""
    def f(u):
        hole = (5 - 2 * u**2 + u**4 / 4) * np.exp(-u**2 / 2)
        return u * hole * lam / np.sqrt(2 * pi) * special.k0e((lam * u)**2 / 4)
    edges = [0, 0.1 / lam, 1 / lam, 10 / lam, 14]
    return -sum(quad(f, a, b) for a, b in zip(edges[:-1], edges[1:]))


for lam in (1.0, 2.0, 10.0):
    assert abs(-coulomb_fourier(S_pair, lam) / 2 - pair_exchange(lam)) < 1e-6
    assert abs(-2 * coulomb_fourier(S_six_exchange, lam)
               - six_exchange(lam)) < 1e-6

# pair model in the limit: Hartree energy of the sheet density in real space


def sheet_pair(s):
    return 4 / pi * s * special.k1(2 * s)


def sheet_integrand(t, s):
    return s**2 * sheet_pair(s) * t * sheet_pair(t * s) * special.ellipkm1(1 - t * t)


U_pair_sheet = 8 * pi * integrate.dblquad(sheet_integrand, 0, 14, 0, 1,
                                          epsabs=1e-8, epsrel=1e-8)[0]
pair_limit = -U_pair_sheet / 2
assert abs(pair_limit - (-0.625 * pi / 2)) < 1e-6
assert abs(pair_exchange(1e6) - pair_limit) < 1e-5
six_limit = -2 * coulomb_sheet(S_six_exchange)
assert abs(six_exchange(1e4) - six_limit) < 2e-3   # approach is of order 1/lam

# ---------- Gaussian integrals: six model at lam = 1, random determinants ----------
mol = gto.M(atom="Be", basis={"Be": [[0, [0.5, 1.0]], [1, [0.5, 1.0]]]}, verbose=0)
eri = mol.intor("int2e")
occ = [0, 2, 3]                      # s, p_y, p_z
six_gauss = -sum(eri[i, j, i, j] for i in occ for j in occ)
assert abs(six_gauss - six_exchange(1.0)) < 1e-7
J_gauss = 0.5 * sum(eri[i, i, j, j] for i in occ for j in occ)
U_six = {lam: coulomb_fourier(S_six_hartree, lam) for lam in (1.0, 2.0, 10.0)}
U_six_sheet = coulomb_sheet(S_six_hartree)
assert abs(J_gauss - U_six[1.0]) < 1e-6
assert U_six[1.0] < U_six[2.0] < U_six[10.0] < U_six_sheet

mol = gto.M(atom="Be", verbose=0, basis={"Be": [
    [0, [0.3, 1.0]], [0, [1.2, 1.0]], [1, [0.4, 1.0]], [1, [1.5, 1.0]], [2, [0.6, 1.0]]]})
eri, overlap = mol.intor("int2e"), mol.intor("int1e_ovlp")
val, vec = np.linalg.eigh(overlap)
lowdin = vec @ np.diag(val**-0.5) @ vec.T
rng = np.random.default_rng(1)
worst_KJ = 0.0
for _ in range(30):
    C = lowdin @ np.linalg.qr(rng.normal(size=(len(val), 3)))[0]
    P = C @ C.T
    J = 0.5 * np.einsum("ij,ijkl,kl", P, eri, P, optimize=True)
    K = 0.5 * np.einsum("il,ijkl,jk", P, eri, P, optimize=True)
    assert 0 < K <= J
    worst_KJ = max(worst_KJ, K / J)


# ---------- are the scaled orbitals the Kohn-Sham orbitals? ----------
def lowest_levels(freq, h, m=30):
    i = np.arange(-m, m + 1)
    d = i[:, None] - i[None, :]
    T = np.where(d == 0, pi**2 / 6, (-1.0)**d / np.where(d == 0, 1, d)**2) / h**2
    e, v = np.linalg.eigh(T + np.diag(0.5 * freq**2 * (i * h)**2))
    return i * h, e[:3], v[:, :3]**2 / h


def density_mismatch(lam):
    """Ground-state density of six electrons in the oscillator, against n_lam."""
    x, ex, px = lowest_levels(lam**2, 0.25 / lam)
    y, ey, py = lowest_levels(1.0, 0.25)
    levels = sorted((ex[a] + ey[b] + ey[c], a, b, c)
                    for a in range(3) for b in range(3) for c in range(3))
    n = sum(2 * np.einsum("i,j,k->ijk", px[:, a], py[:, b], py[:, c])
            for _, a, b, c in levels[:3])
    X, Y, Z = np.meshgrid(lam * x, y, y, indexing="ij")
    target = lam * 2 * pi**-1.5 * (1 + 2 * Y**2 + 2 * Z**2) * np.exp(-X**2 - Y**2 - Z**2)
    return np.abs(n - target).max() / target.max()


mis_up, mis_down = density_mismatch(2.0), density_mismatch(0.8)
assert mis_up < 1e-6 and mis_down > 0.05

# ---------- bounds independent of lam ----------
# pair model, spin density exp(-2r)/pi
r_pair = quad(lambda r: 4 * r**3 * np.exp(-2 * r), 0, np.inf)
G_pair = 2 / 3 * quad(lambda r: 4 * r**2 * np.exp(-2 * r), 0, np.inf)
G_pair_sheet = quad(lambda s: 2 * pi * s * (4 / pi * s * special.k0(2 * s))**2
                    / (4 * sheet_pair(s) / 2), 0, 14)
assert G_pair_sheet <= G_pair
pair_low, pair_high = 2 / (4 * r_pair), 2 * np.sqrt(G_pair)
# six model, sheet density per spin (1+2s^2) exp(-s^2)/pi; angular mean s^2 = 2r^2/3
r_six = quad(lambda r: 4 / np.sqrt(pi) * r**3 * (1 + 4 * r**2 / 3) * np.exp(-r**2), 0, np.inf)
G_six = quad(lambda s: 2 * s * np.exp(-s**2) * (s - 2 * s**3)**2 / (1 + 2 * s**2), 0, np.inf)
six_low, six_high = 2 * 9 / (4 * r_six), 2 * 3**1.5 * np.sqrt(G_six)
pot = [quad(lambda k: (3 - k**2 / 2) * np.exp(-k**2 / 4) * special.j0(k * s), 0, 16)
       for s in np.linspace(0, 4, 41)]
pot_bound = 2 * np.sqrt(3 * G_six)
assert max(pot) <= pot_bound
assert 2 * U_six_sheet <= six_high
lams = [1.0, 2.0, 5.0, 10.0, 100.0, 1000.0]
ex_pair = [pair_exchange(v) for v in lams]
ex_six = [six_exchange(v) for v in lams]
for a, b in zip(ex_pair, ex_six):
    assert pair_low <= -a <= pair_high
    assert six_low <= -b <= 2 * U_six_sheet

# ---------- LDA exchange by quadrature of the compressed density ----------
t, w = np.polynomial.legendre.leggauss(100)
t, w = (t + 1) / 2, w / 2
grid, weight = 14 * t**2, 28 * t * w


def n_pair(x, s):
    return 2 / pi * np.exp(-2 * np.sqrt(x**2 + s**2))


def n_six(x, s):
    return 2 * pi**-1.5 * (1 + 2 * s**2) * np.exp(-x**2 - s**2)


def lda_exchange(n, lam):
    X, Sg = np.meshgrid(grid / lam, grid, indexing="ij")
    vol = 4 * pi * Sg * np.outer(weight / lam, weight)
    rho = (lam * n(lam * X, Sg)).ravel()
    return float(np.sum(vol.ravel() * rho * libxc.eval_xc("LDA,", rho)[0]))


Cx = 0.75 * (3 / pi)**(1 / 3)
lda_pair = -Cx * quad(lambda r: 4 * pi * r**2 * (2 / pi * np.exp(-2 * r))**(4 / 3), 0, np.inf)
lda_six = lda_exchange(n_six, 1.0)
for lam in (1.0, 8.0, 1000.0):
    assert abs(lda_exchange(n_pair, lam) / (lda_pair * lam**(1 / 3)) - 1) < 1e-5
    assert abs(lda_exchange(n_six, lam) / (lda_six * lam**(1 / 3)) - 1) < 1e-5


def gap_pair(v):
    return lda_pair * v**(1 / 3) - pair_exchange(v)


def gap_six(v):
    return lda_six * v**(1 / 3) - six_exchange(v)


cross_pair = optimize.brentq(gap_pair, 1.01, 100)
cross_six = optimize.brentq(gap_six, 1.01, 100)

# ---------- hole radius of the LDA against layer thickness, pair model ----------
x_rms = np.sqrt(quad(lambda r: 4 * r**4 * np.exp(-2 * r), 0, np.inf) / 3)


def seitz_radius(lam):
    return (3 / (4 * pi * lam * n_pair(0.0, 0.0)))**(1 / 3)


print("Energies in hartree, lengths in bohr, lam dimensionless")
print("Pair model: lam, exact exchange, LDA exchange")
for v, e in zip(lams, ex_pair):
    print(f"  {v:6.0f}  {e:9.5f}  {lda_pair * v**(1/3):9.5f}")
print(f"Pair exact limit: {pair_limit:.5f} hartree = {pair_limit*EV:.3f} eV")
print(f"Pair limit / value at lam=1: {pair_limit/ex_pair[0]:.5f}")
print(f"Pair crossing of LDA and exact: lam = {cross_pair:.3f}")
print(f"Pair mean r: {r_pair:.4f} bohr; G per spin: {G_pair:.5f} bohr^-2")
print(f"Pair G of sheet density per spin: {G_pair_sheet:.5f} bohr^-2")
print(f"Pair bounds on -Ex: {pair_low:.5f} to {pair_high:.5f} hartree")
print("Pair: lam, central r_s (bohr), rms thickness (bohr), ratio")
for v in (1.0, 10.0, 1000.0):
    print(f"  {v:6.0f}  {seitz_radius(v):.5f}  {x_rms/v:.5f}  {seitz_radius(v)*v/x_rms:.3f}")
print("Six model: lam, exact exchange, LDA exchange")
for v, e in zip(lams, ex_six):
    print(f"  {v:6.0f}  {e:9.5f}  {lda_six * v**(1/3):9.5f}")
print(f"Six exact limit (planar exchange): {six_limit:.5f} hartree = {six_limit*EV:.3f} eV")
print(f"Six crossing of LDA and exact: lam = {cross_six:.3f}")
print(f"Six exchange at lam=1, Gaussian integrals: {six_gauss:.5f} hartree")
print("Six: lam, sum over spins of U[spin density] (hartree)")
for v, u in U_six.items():
    print(f"  {v:6.0f}  {2*u:.5f}")
print(f"Six sheet limit of that sum: {2*U_six_sheet:.5f} hartree")
print(f"Six integral of n_sigma*r: {r_six:.4f} bohr; G per spin: {G_six:.5f} bohr^-2")
print(f"Six outer bounds on -Ex: {six_low:.5f} to {six_high:.5f} hartree")
print(f"Six largest sheet potential per spin: {max(pot):.4f}, bound {pot_bound:.4f} hartree")
print(f"Relative density mismatch, lam=2: {mis_up:.1e}; lam=0.8: {mis_down:.3f}")
print(f"Largest K/J in 30 random 3-orbital determinants: {worst_KJ:.4f}")
print("all good")
```

Running it gives:

```
Energies in hartree, lengths in bohr, lam dimensionless
Pair model: lam, exact exchange, LDA exchange
       1   -0.62500   -0.53607
       2   -0.75575   -0.67541
       5   -0.87355   -0.91668
      10   -0.92377   -1.15494
     100   -0.97555   -2.48824
    1000   -0.98112   -5.36075
Pair exact limit: -0.98175 hartree = -26.715 eV
Pair limit / value at lam=1: 1.57080
Pair crossing of LDA and exact: lam = 3.997
Pair mean r: 1.5000 bohr; G per spin: 0.66667 bohr^-2
Pair G of sheet density per spin: 0.63126 bohr^-2
Pair bounds on -Ex: 0.33333 to 1.63299 hartree
Pair: lam, central r_s (bohr), rms thickness (bohr), ratio
       1  0.72112  1.00000  0.721
      10  0.33472  0.10000  3.347
    1000  0.07211  0.00100  72.112
Six model: lam, exact exchange, LDA exchange
       1   -2.71281   -2.47499
       2   -3.38292   -3.11830
       5   -4.04012   -4.23218
      10   -4.33899   -5.33221
     100   -4.66045  -11.48790
    1000   -4.69594  -24.74993
Six exact limit (planar exchange): -4.69993 hartree = -127.892 eV
Six crossing of LDA and exact: lam = 3.882
Six exchange at lam=1, Gaussian integrals: -2.71281 hartree
Six: lam, sum over spins of U[spin density] (hartree)
       1  5.90435
       2  6.90830
      10  8.08295
Six sheet limit of that sum: 8.45987 hartree
Six integral of n_sigma*r: 4.1374 bohr; G per spin: 2.07709 bohr^-2
Six outer bounds on -Ex: 1.08764 to 14.97750 hartree
Six largest sheet potential per spin: 3.5449, bound 4.9925 hartree
Relative density mismatch, lam=2: 3.8e-14; lam=0.8: 0.607
Largest K/J in 30 random 3-orbital determinants: 0.4543
all good
```
